# Choosing the frequency, grid and box for a hydrogen polarizability calculation: test program

```python
"""
Dynamic dipole polarizability of hydrogen (1s, fixed nucleus, atomic units).
Result under test:
    alpha(w) = 9/2 + (319/12) w^2 + O(w^4), first pole at w = 3/8 hartree.
Radial Sternheimer equations, one for each sign:
    [-1/2 d2/dr2 + 1/r^2 - 1/r + 1/2 +- w] u(r) = b(r),
    b(r) = r * 2 r exp(-r),  alpha = (1/3) * sum over signs of int b u dr.
Symbols: w = angular frequency, r = radius, h = grid spacing,
box = outer radius where u = 0, f = oscillator strength of 1s-2p.
"""
from fractions import Fraction
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre

E0 = -0.5
BOX = 60.0
H_COARSE, H_FINE = 0.02, 0.01


def radial_grid(h, box=BOX):
    return h * np.arange(1, int(round(box / h)))


def hamiltonian_diagonal(r, h):
    return 1 / h**2 + 1 / r**2 - 1 / r


def sternheimer(shift, h, box=BOX):
    """Solve (h1 - E0 + shift) u = b on the grid."""
    r = radial_grid(h, box)
    source = 2 * r**2 * np.exp(-r)
    bands = np.full((3, r.size), -0.5 / h**2)
    bands[1] = hamiltonian_diagonal(r, h) - E0 + shift
    u = solve_banded((1, 1), bands, source)
    return r, u, h * np.dot(source, u) / 3


def alpha_grid(w, h, box=BOX):
    return sternheimer(w, h, box)[2] + sternheimer(-w, h, box)[2]


def extrapolate(function):
    """Remove the h^2 error using two spacings with ratio two."""
    return (4 * function(H_FINE) - function(H_COARSE)) / 3


def alpha_limit(w):
    return extrapolate(lambda h: alpha_grid(w, h))


def find_pole(h, box=BOX):
    return brentq(lambda w: 1 / alpha_grid(w, h, box), 0.35, 0.40,
                  xtol=1e-14, rtol=1e-14)


def find_strength(h):
    """Average (wp^2 - w^2) alpha on the two sides of the pole."""
    wp2 = find_pole(h)**2
    d = 1e-4
    below = d * alpha_grid(np.sqrt(wp2 - d), h)
    above = -d * alpha_grid(np.sqrt(wp2 + d), h)
    return (below + above) / 2


# Exact Cauchy coefficients from polynomials times exp(-r).
def invert_static(y):
    """y maps power -> coefficient; solve (h1 - E0) x = y exactly."""
    x = {}
    for m in range(max(y), 0, -1):
        upper = x.get(m + 2, Fraction(0))
        x[m + 1] = (y.get(m, Fraction(0))
                    + Fraction(m * (m + 3), 2) * upper) / m
    return x


def overlap(x, y):
    return sum(a * b * Fraction(factorial(m + n), 2**(m + n + 1))
               for m, a in x.items() for n, b in y.items())


cauchy = []
state = {2: Fraction(2)}
responses = []
for k in range(32):
    following = invert_static(state)
    cauchy.append(Fraction(2, 3) * overlap(state, following))
    responses.append(following)
    state = following
assert cauchy[0] == Fraction(9, 2)
assert cauchy[1] == Fraction(319, 12)
assert responses[0] == {2: 2, 3: 1}
assert responses[1] == {2: Fraction(11, 3), 3: Fraction(11, 6),
                        4: Fraction(1, 3)}
ratio_pole = float(cauchy[30] / cauchy[31])**0.5
assert abs(ratio_pole - 3 / 8) < 1e-5

# Static grid response and its leading discretization error.
r, u_static, _ = sternheimer(0.0, H_FINE)
u_exact = (2 * r**2 + r**3) * np.exp(-r)
static_error = np.max(np.abs(u_static - u_exact))
assert static_error < 1e-4
static_coarse = alpha_grid(0.0, H_COARSE)
static_fine = alpha_grid(0.0, H_FINE)
static_limit = alpha_limit(0.0)
alpha_error_coeff = (static_fine - 4.5) / H_FINE**2
assert abs(alpha_error_coeff / (5 / 32) - 1) < 0.01
assert abs(static_limit - 4.5) < 1e-6

# Cauchy coefficients recovered from frequency-dependent solves.
sample_w = np.array([0.0, 0.02, 0.04, 0.06, 0.08])
sample_alpha = np.array([alpha_limit(w) for w in sample_w])
scale = sample_w[-1]**2
fit = np.linalg.solve(np.vander(sample_w**2 / scale, increasing=True),
                      sample_alpha)
fit = fit / scale**np.arange(5)
assert abs(fit[1] - 319 / 12) < 1e-5
assert abs(fit[2] - float(cauchy[2])) < 1e-2

# Pole: zero of 1/alpha, compared with diagonalization and 3/8.
pole_coarse, pole_fine = find_pole(H_COARSE), find_pole(H_FINE)
pole_limit = (4 * pole_fine - pole_coarse) / 3
eigenvalue = eigh_tridiagonal(
    hamiltonian_diagonal(r, H_FINE), np.full(r.size - 1, -0.5 / H_FINE**2),
    eigvals_only=True, select="i", select_range=(0, 0))[0]
assert abs(pole_fine - (eigenvalue - E0)) < 1e-9
assert abs(pole_limit - 3 / 8) < 1e-8
pole_error_coeff = (pole_fine - 3 / 8) / H_FINE**2
assert abs(pole_error_coeff / (-1 / 384) - 1) < 0.01
pole_small_box = find_pole(H_COARSE, 20.0)
pole_large_box = find_pole(H_COARSE, 80.0)
assert pole_small_box - pole_coarse > 1e-6
assert abs(pole_large_box - pole_coarse) < 1e-9

# Oscillator strength from the pole and from the dipole integral.
strength = extrapolate(find_strength)
dipole_integral = quad(
    lambda s: 2 * s * np.exp(-s) * s * s**2 * np.exp(-s / 2) / np.sqrt(24),
    0, np.inf)[0]
strength_integral = 2 * (3 / 8) * dipole_integral**2 / 3
assert abs(strength_integral - 8192 / 19683) < 1e-9
assert abs(strength - strength_integral) < 5e-6

# Independent spectral basis: r^(l+1) exp(-r) times Laguerre polynomials.
nodes, weights = np.polynomial.laguerre.laggauss(50)
rq, wq = nodes / 2, weights / 2


def laguerre_basis(l, size):
    """Polynomial parts at the nodes and the Hamiltonian matrix."""
    values, slopes = [], []
    a = 2 * l + 2
    for n in range(size):
        poly = eval_genlaguerre(n, a, 2 * rq)
        dpoly = (-2 * eval_genlaguerre(n - 1, a + 1, 2 * rq)
                 if n > 0 else np.zeros_like(rq))
        p = rq**(l + 1) * poly
        dp = (l + 1) * rq**l * poly + rq**(l + 1) * dpoly
        norm = np.sqrt(np.sum(wq * p**2))
        values.append(p / norm)
        slopes.append((dp - p) / norm)
    p, s = np.array(values), np.array(slopes)
    potential = l * (l + 1) / (2 * rq**2) - 1 / rq
    ham = 0.5 * (s * wq) @ s.T + (p * wq * potential) @ p.T
    return p, ham


p_wave, h_wave = laguerre_basis(1, 30)
b_wave = p_wave @ (wq * 2 * rq**2)


def alpha_basis(w):
    one = np.eye(len(b_wave))
    return sum(b_wave @ np.linalg.solve(h_wave + (s * w - E0) * one, b_wave)
               for s in (1, -1)) / 3


table = []
for w in (0.1, 0.2, 0.3, 0.35, 0.4):
    grid_value, basis_value = alpha_limit(w), alpha_basis(w)
    assert abs(grid_value / basis_value - 1) < 1e-6
    table.append((w, grid_value, basis_value, 4.5 + 319 / 12 * w**2))
assert table[3][1] > 0 > table[4][1]


# Definition of alpha: dipole of the propagated wave function in a weak field.
def alpha_from_propagation(w, field=1e-4, size=10, ramp=10, measure=4,
                           steps=600):
    p0, h0 = laguerre_basis(0, size)
    p1, h1 = laguerre_basis(1, size)
    z = np.zeros((2 * size, 2 * size))
    z[:size, size:] = (p0 * wq * rq) @ p1.T / np.sqrt(3)
    z += z.T
    ham = np.zeros_like(z)
    ham[:size, :size], ham[size:, size:] = h0, h1
    one = np.eye(2 * size)
    ham -= E0 * one
    c = np.zeros(2 * size, complex)
    c[0] = 1.0
    period = 2 * np.pi / w
    dt = period / steps
    total = 0.0
    for j in range((ramp + measure) * steps):
        t = (j + 0.5) * dt
        envelope = np.sin(0.5 * np.pi * min(t / (ramp * period), 1.0))**2
        step = 0.5j * dt * (ham + field * envelope * np.cos(w * t) * z)
        c = np.linalg.solve(one + step, (one - step) @ c)
        if j >= ramp * steps:
            dipole = -np.real(np.vdot(c, z @ c))
            total += dipole * np.cos(w * (j + 1) * dt)
    return 2 * total / (measure * steps * field)


alpha_time = alpha_from_propagation(0.1)
assert abs(alpha_time / table[0][1] - 1) < 2e-3

# Separate parts: only the minus equation is resonant.
parts = {}
for w in (0.3, 0.37):
    parts[w] = tuple(extrapolate(lambda h: sternheimer(s * w, h)[2])
                     for s in (-1, 1))
assert parts[0.37][0] > 5 * parts[0.3][0]
assert parts[0.37][1] < parts[0.3][1]

bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"Box radius: {BOX:.0f} bohr; spacings: {H_COARSE}, {H_FINE} bohr")
print(f"Interior points: {radial_grid(H_COARSE).size}, {r.size}")
print(f"Largest error of static u, fine grid: {static_error:.2e} a.u.")
print(f"alpha(0), coarse grid: {static_coarse:.8f} bohr^3")
print(f"alpha(0), fine grid: {static_fine:.8f} bohr^3")
print(f"alpha(0), extrapolated: {static_limit:.8f} bohr^3")
print(f"alpha(0), converted: {static_limit * bohr_angstrom**3:.5f} angstrom^3")
print(f"alpha(0) error / h^2: {alpha_error_coeff:.6f} bohr "
      f"(predicted {5 / 32:.6f})")
print("Frequencies used for interpolation:", sample_w, "hartree")
for w, value in zip(sample_w, sample_alpha):
    print(f"  alpha({w:.2f}) = {value:.8f} bohr^3")
for k in range(3):
    print(f"Cauchy c{k}: grid {fit[k]:.6f}, exact {cauchy[k]} "
          f"= {float(cauchy[k]):.6f} a.u.")
print("w (hartree); alpha grid, alpha basis, two-term series (bohr^3)")
for row in table:
    print("  {:.2f}; {:.6f}, {:.6f}, {:.6f}".format(*row))
print(f"alpha(0.10) from time propagation: {alpha_time:.5f} bohr^3")
for w, (minus, plus) in parts.items():
    print(f"w={w:.2f} hartree: minus part {minus:.6f}, "
          f"plus part {plus:.6f} bohr^3")
print(f"Pole, coarse grid: {pole_coarse:.10f} hartree")
print(f"Pole, fine grid: {pole_fine:.10f} hartree")
print(f"Lowest l=1 eigenvalue, fine grid: {eigenvalue:.10f} hartree")
print(f"Pole, extrapolated: {pole_limit:.10f} hartree")
print(f"Pole, converted: {pole_limit * hartree_ev:.5f} eV")
print(f"Pole error / h^2: {pole_error_coeff:.7f} hartree/bohr^2 "
      f"(predicted {-1 / 384:.7f})")
print(f"Pole from sqrt(c30/c31): {ratio_pole:.8f} hartree")
print(f"Pole, coarse grid, 20 bohr box: {pole_small_box:.10f} hartree")
print(f"Pole, coarse grid, 80 bohr box: {pole_large_box:.10f} hartree")
print(f"Radial dipole integral 1s-2p: {dipole_integral:.6f} bohr")
print(f"Oscillator strength from pole: {strength:.6f} (dimensionless)")
print(f"Oscillator strength from integral: {strength_integral:.6f} "
      "(dimensionless)")
print("verified")
```

Printed output:

```
Box radius: 60 bohr; spacings: 0.02, 0.01 bohr
Interior points: 2999, 5999
Largest error of static u, fine grid: 1.31e-05 a.u.
alpha(0), coarse grid: 4.50006250 bohr^3
alpha(0), fine grid: 4.50001563 bohr^3
alpha(0), extrapolated: 4.50000000 bohr^3
alpha(0), converted: 0.66683 angstrom^3
alpha(0) error / h^2: 0.156252 bohr (predicted 0.156250)
Frequencies used for interpolation: [0.   0.02 0.04 0.06 0.08] hartree
  alpha(0.00) = 4.50000000 bohr^3
  alpha(0.02) = 4.51066096 bohr^3
  alpha(0.04) = 4.54297895 bohr^3
  alpha(0.06) = 4.59798716 bohr^3
  alpha(0.08) = 4.67750486 bohr^3
Cauchy c0: grid 4.500000, exact 9/2 = 4.500000 a.u.
Cauchy c1: grid 26.583332, exact 319/12 = 26.583333 a.u.
Cauchy c2: grid 172.191268, exact 297541/1728 = 172.188079 a.u.
w (hartree); alpha grid, alpha basis, two-term series (bohr^3)
  0.10; 4.784300, 4.784300, 4.765833
  0.20; 5.941675, 5.941675, 5.563333
  0.30; 10.563889, 10.563889, 6.892500
  0.35; 25.935849, 25.935849, 7.756458
  0.40; -16.822645, -16.822645, 8.753333
alpha(0.10) from time propagation: 4.78437 bohr^3
w=0.30 hartree: minus part 9.243864, plus part 1.320024 bohr^3
w=0.37 hartree: minus part 113.941486, plus part 1.205350 bohr^3
Pole, coarse grid: 0.3749989583 hartree
Pole, fine grid: 0.3749997396 hartree
Lowest l=1 eigenvalue, fine grid: -0.1250002604 hartree
Pole, extrapolated: 0.3750000000 hartree
Pole, converted: 10.20427 eV
Pole error / h^2: -0.0026042 hartree/bohr^2 (predicted -0.0026042)
Pole from sqrt(c30/c31): 0.37500028 hartree
Pole, coarse grid, 20 bohr box: 0.3750043512 hartree
Pole, coarse grid, 80 bohr box: 0.3749989583 hartree
Radial dipole integral 1s-2p: 1.290266 bohr
Oscillator strength from pole: 0.416196 (dimensionless)
Oscillator strength from integral: 0.416197 (dimensionless)
verified
```
